# Kirkendall planes: constant composition and the velocity-curve construction

## 1. A case that can be seen through

Join a half-space of pure A ($z<0$) to a half-space of pure B ($z>0$) at $t=0$. Let $N$ be the atomic fraction of B, and let $D_A$, $D_B$ be the intrinsic diffusion coefficients, which describe jumps relative to the crystal lattice. Part 2 derives two results that are used here at once: inert markers fixed to the lattice move with velocity

$$v=(D_B-D_A)\frac{\partial N}{\partial z},$$

and $N$ obeys a diffusion equation with coefficient $\tilde D=(1-N)D_B+ND_A$.

Choose the model coefficients

$$D_B=D_0(1+Ns),\qquad D_A=D_0\,[1-(1-N)s],$$

with a constant $s$, $|s|<1$, so that both are positive. Then

$$\tilde D=D_0\,[(1-N)+N(1-N)s+N-N(1-N)s]=D_0,$$

$$D_B-D_A=D_0\,[Ns+(1-N)s]=D_0s .$$

Since $\tilde D$ is constant, the profile is

$$N=\tfrac12\left[1+\operatorname{erf}\xi\right],\qquad \xi=\frac{z}{2\sqrt{D_0t}},$$

and the lattice velocity is

$$v=D_0s\,\frac{e^{-\xi^2}}{\sqrt{4\pi D_0t}}=\frac{s}{2\sqrt\pi}\sqrt{\frac{D_0}{t}}\;e^{-\xi^2}.$$

Try a marker with constant $\xi$. Its position is $z=2\xi\sqrt{D_0t}$, so its velocity must be $dz/dt=\xi\sqrt{D_0/t}$. Equating this to $v$ gives

$$\xi\,e^{\xi^2}=\frac{s}{2\sqrt\pi}.$$

Time has cancelled. The left side increases steadily from $-\infty$ to $\infty$, so there is one solution. For small $s$ it is $\xi\simeq s/(2\sqrt\pi)$, or $z\simeq s\sqrt{D_0t/\pi}$.

This marker starts at the contact plane, keeps the composition $\tfrac12(1+\operatorname{erf}\xi)$, and has $v=z/(2t)$. The reason is visible: the gradient at a fixed composition falls as $t^{-1/2}$, hence so does the velocity, and integrating $v\propto t^{-1/2}$ from zero gives $z=2tv$.

## 2. Fluxes and the moving lattice

In general, let $D_A$ and $D_B$ be positive, continuously differentiable functions of composition on $0\le N\le1$. The couple is a single phase with constant volume $\Omega$ per atom. The vacancy fraction is negligible in the atom count, and vacancies are created and destroyed fast enough to stay in local equilibrium. No pores form, and the lattice is displaced along $z$ alone. The origin is the original contact plane, in the frame of the unaffected ends.

The concentrations are $C_B=N/\Omega$ and $C_A=(1-N)/\Omega$. Relative to the lattice, the fluxes are

$$J_B=-\frac{D_B}{\Omega}\frac{\partial N}{\partial z},\qquad
J_A=+\frac{D_A}{\Omega}\frac{\partial N}{\partial z}.$$

The plus sign arises because the gradient of $1-N$ is minus that of $N$. In the frame of the ends, the lattice carries its atoms along, so the fluxes are $J_i+vC_i$. The total concentration $1/\Omega$ never changes; conservation of atoms therefore makes the total flux independent of $z$. It vanishes at the ends, hence everywhere:

$$J_A+J_B+\frac{v}{\Omega}=0
\quad\Longrightarrow\quad
v=(D_B-D_A)\frac{\partial N}{\partial z}.$$

If B is the faster species, more atoms cross a given lattice plane from its B side to its A side than the other way. On balance, lattice planes disappear on its B side and are added on its A side, so markers move towards B, in agreement with $v>0$. Locally, planes are added where $\partial v/\partial z>0$ and removed where $\partial v/\partial z<0$. The border need not lie at $N=\tfrac12$; for the coefficients of part 7 it lies at $N=0.653$.

The flux of B in the frame of the ends is

$$J_B+\frac{vN}{\Omega}
=-\frac1\Omega\left[D_B-N(D_B-D_A)\right]\frac{\partial N}{\partial z}
=-\frac{\tilde D}{\Omega}\frac{\partial N}{\partial z},$$

with $\tilde D=(1-N)D_B+ND_A$. Conservation of B then gives

$$\frac{\partial N}{\partial t}=\frac{\partial}{\partial z}\left(\tilde D\frac{\partial N}{\partial z}\right).$$

## 3. Why one variable is enough

The equation is unchanged when $z$ is multiplied by $a$ and $t$ by $a^2$. So is the initial step, because an infinite couple with a sharp contact contains no length. The diffusion problem with positive, smooth $\tilde D$ has one bounded solution, so $N(z,t)=N(az,a^2t)$ for every $a>0$. Setting $a=1/\sqrt t$ shows that $N$ depends on

$$\lambda=\frac{z}{\sqrt t}$$

alone. With a prime for $d/d\lambda$,

$$\frac{\partial N}{\partial t}=-\frac{\lambda}{2t}N',\qquad
\frac{\partial N}{\partial z}=\frac{N'}{\sqrt t},$$

and the diffusion equation, multiplied by $t$, becomes

$$-\frac{\lambda}{2}N'=(\tilde DN')',\qquad N(-\infty)=0,\quad N(\infty)=1.$$

Put $q=\tilde DN'$. Then $q'=-\lambda q/(2\tilde D)$, which integrates to

$$q(\lambda)=q(0)\exp\left[-\int_0^\lambda\frac{\mu\,d\mu}{2\tilde D(N(\mu))}\right].$$

The exponential is positive, so $q$ has one sign. Since $N$ rises from 0 to 1, that sign is positive and $N'>0$ everywhere. Thus each composition between 0 and 1 belongs to one value of $\lambda$. If $D_{\max}$ is the largest value of $\tilde D$, the integral is at least $\lambda^2/(4D_{\max})$, and $q$ decays at least as fast as a Gaussian.

The velocity takes the form

$$v(z,t)=\frac{\varphi(\lambda)}{\sqrt t},\qquad \varphi=(D_B-D_A)N'.$$

The function $\varphi$ is continuously differentiable, vanishes at both ends, and is bounded: $|\varphi|\le M$ for some $M$.

## 4. The theorem and its proof

A marker obeys $dz/dt=v(z,t)$. Differentiating $\lambda=z/\sqrt t$ along its path gives

$$\frac{d\lambda}{dt}=\frac{1}{\sqrt t}\frac{dz}{dt}-\frac{z}{2t^{3/2}}
=\frac{1}{t}\left[\varphi(\lambda)-\frac{\lambda}{2}\right],$$

$$\frac{d\lambda}{d\ln t}=g(\lambda),\qquad g(\lambda)=\varphi(\lambda)-\frac{\lambda}{2}.$$

**Constant composition.** Because $N$ is strictly monotone in $\lambda$, a marker in the diffusion zone keeps its composition if and only if its $\lambda$ is constant. This requires $g(\lambda^*)=0$. Dividing $\varphi(\lambda^*)=\lambda^*/2$ by $\sqrt t$ gives

$$v=\frac{\lambda^*}{2\sqrt t}=\frac{z}{2t}.$$

Conversely, if $g(\lambda^*)=0$, then $z=\lambda^*\sqrt t$ satisfies the marker equation and starts from $z=0$. Such a moving plane is called a Kirkendall plane.

**Existence.** As $\lambda\to-\infty$, $g\to+\infty$; as $\lambda\to+\infty$, $g\to-\infty$. A continuous function that changes sign has a root, so there is at least one Kirkendall plane.

**Do all markers from the contact plane behave this way?** The velocity diverges as $t^{-1/2}$ at $t=0$, so the usual uniqueness theorem for differential equations does not apply there. Take any path with $z(0)=0$. From $|dz/dt|\le M/\sqrt t$ follows $|z|\le2M\sqrt t$, so $|\lambda|\le2M$ at all times.

In the variable $\ln t$ the equation is regular and does not contain $\ln t$ explicitly. Its solutions cannot cross a root of $g$, so each is either constant or monotone. A bounded monotone solution has a limit as $\ln t\to-\infty$. At this limit $g=0$; otherwise $\lambda$ would change at a nearly constant nonzero rate for an unlimited range of $\ln t$ and could not stay bounded. Hence every path from the contact plane either sits on a root or has departed from one.

If $g$ has one root $\lambda^*$, the signs at infinity give $g>0$ below it and $g<0$ above it. All motion is towards the root, and no path can have departed from it. The path $z=\lambda^*\sqrt t$ is then the only one that starts at the contact plane.

If some root repels its neighbours, paths with changing composition do leave it. Along them $\lambda$ stays finite as $t\to0$, so $z=\lambda\sqrt t\to0$: they too start at the contact plane. Markers starting there *can* keep constant composition, but with a repelling root they need not.

## 5. The velocity-curve construction

At a chosen time $t$, draw $v(z,t)$ against $z$, and draw the straight line $z/(2t)$ through the contact plane. By part 4, their intersections are the Kirkendall planes.

The slopes at an intersection decide stability. Define

$$p=t\left.\frac{\partial v}{\partial z}\right|_{z^*}=\varphi'(\lambda^*).$$

Two close markers near the plane, a distance $\delta z$ apart, separate according to

$$\frac{d\,\delta z}{dt}=\frac{\partial v}{\partial z}\,\delta z=\frac pt\,\delta z
\quad\Longrightarrow\quad \delta z\propto t^{\,p},\qquad
\delta\lambda=\frac{\delta z}{\sqrt t}\propto t^{\,p-1/2}.$$

There are three regimes.

- For $p<0$ the markers approach each other in space, and the plane is stable. At the border $p=0$ they keep their distance to first order while the diffusion zone widens, so the plane is stable there too.
- For $0<p<\tfrac12$ they move apart, but more slowly than the diffusion zone widens. Their compositions still converge, and the plane is stable.
- For $p>\tfrac12$ they outrun the widening of the zone, and the plane is unstable.

The criterion for stability is therefore $\partial v/\partial z<1/(2t)$: the slope of the velocity curve, taken with its sign, must be smaller than that of the line, but it need not be negative. At $p=\tfrac12$ the linear estimate does not decide.

Real markers have a small initial offset $z_0$. If $z_0>0$, then $\lambda\simeq z_0/\sqrt t$ is at first larger than every root. There $g<0$, so $\lambda$ decreases to the largest root and cannot pass it. Markers with $z_0<0$ rise to the smallest root. With several planes, a band of markers straddling the contact thus splits between the two outermost ones. This assumes a sharp initial step, or offsets much larger than the initial width of the contact. If the contact is already smeared, a marker inside the smeared zone goes to the stable plane on its own side of the nearest repelling plane, whatever the sign of $z_0$.

## 6. Measuring the velocity curve

The curve can be found from markers embedded at many depths before the anneal. Let $Z(z_0,t)$ be the position of the marker that began at $z_0\ne0$. Near such a point $v$ and its slope vanish as $t\to0$, so the path is unique. The marker equation has the same scaling as the diffusion equation, which gives $Z(az_0,a^2t)=aZ(z_0,t)$, or

$$Z=\sqrt t\,f(\eta),\qquad \eta=\frac{z_0}{\sqrt t}.$$

Here $\partial Z/\partial z_0=f'(\eta)$ and $\partial\eta/\partial t=-\eta/(2t)$. Therefore

$$v=\frac{\partial Z}{\partial t}=\frac{f}{2\sqrt t}-\frac{\eta f'}{2\sqrt t}
=\frac{1}{2t}\left(Z-z_0\frac{\partial Z}{\partial z_0}\right).$$

Insert the displacement $y=Z-z_0$, for which $\partial Z/\partial z_0=1+\partial y/\partial z_0$. The two terms $z_0$ cancel:

$$v=\frac{1}{2t}\left(y-z_0\frac{\partial y}{\partial z_0}\right).$$

This value is plotted at the final position $z_0+y$. One anneal is enough. There is a limitation: by part 5, markers with $z_0\neq0$ stay outside the outermost planes. If there are several planes, this method does not reach the part of the curve between them.

## 7. Constant intrinsic coefficients

Let $D_A$ and $D_B$ be constants. Then $d\tilde D/dN=D_A-D_B$, and

$$(\tilde DN')'=\tilde DN''-(D_B-D_A)N'^2=\tilde DN''-\varphi N'.$$

Setting this equal to $-\lambda N'/2$ gives $\tilde DN''=N'(\varphi-\lambda/2)=N'g$. Hence

$$\varphi'=(D_B-D_A)N''=\frac{\varphi\,g}{\tilde D}.$$

At a Kirkendall plane $g=0$, so $p=0$: the velocity curve is level there. Moreover $g'=p-\tfrac12=-\tfrac12$ at every root. A continuous function cannot cross zero downwards twice without an upward crossing between, so there is one plane, and it is stable.

For a numerical case take $D_A=20$ and $D_B=80$ µm²/h. Solving the profile equation and $g=0$ gives $\lambda^*=5.083$ µm/h$^{1/2}$ and $N=0.653$. After 100 h,

$$z=5.083\times\sqrt{100}=50.83\ \text{µm},\qquad
v=\frac{50.83}{2\times100}=0.254\ \text{µm/h}.$$

These are $5.08\times10^{-3}$ cm and $7.06\times10^{-9}$ cm/s. The computed $p$ is zero to four decimals, as derived.

An independent simulation followed cells attached to the lattice. They exchange A and B through the intrinsic fluxes and change width with their contents; neither $\tilde D$ nor the formula for $v$ is used. The boundary initially at the contact lay at 5.083, 16.075 and 50.833 µm after 1, 10 and 100 h, each time at $N=0.6529$. The displacement formula of part 6, applied to the simulated cells, reproduced the velocity curve with a largest error of about $10^{-4}$ of the peak velocity.

## 8. A couple with three planes

Return to the model of part 1, but let $s$ depend on composition: $s=\sigma(N-N_c)$. The algebra there did not use the constancy of $s$, so $\tilde D=D_0$ still holds, the profile is still the error function, and

$$\varphi=D_0\sigma(N-N_c)N'.$$

For positive $\sigma$, A is faster where $N<N_c$ and B is faster where $N>N_c$. Since $N'>0$, the velocity is negative where $N<N_c$ and positive where $N>N_c$: markers are driven outwards on both sides of the plane with $N=N_c$.

With constant $\tilde D$, the profile equation gives $N''=-\lambda N'/(2D_0)$. Differentiating $\varphi$,

$$\varphi'=D_0\sigma N'^2+D_0\sigma(N-N_c)N''
=D_0\sigma N'^2-\frac{\lambda\varphi}{2D_0}.$$

At a plane $\varphi=\lambda/2$. Using $N'^2=e^{-2\xi^2}/(4\pi D_0)$ and $\lambda^2=4D_0\xi^2$,

$$p=\frac{\sigma}{4\pi}e^{-2\xi^2}-\xi^2 .$$

In the symmetric case $N_c=\tfrac12$, the contact plane itself is a root, with $\xi=0$ and $p=\sigma/(4\pi)$. It becomes unstable when $\sigma>2\pi$; the coefficients, whose smallest value is $D_0(1-\sigma/16)$, stay positive for $\sigma<16$. Since $g$ then rises through zero at the centre but has the opposite signs far away, there must be further roots on both sides.

Now take $D_0=36$ µm²/h, $\sigma=10$, $N_c=0.48$. The smallest values of $D_A$ and $D_B$ are 11.7 and 15.3 µm²/h, so both remain positive. At $t=100$ h the two curves to be compared are:

| $z$ (µm) | $v$ (µm/h) | $z/(2t)$ (µm/h) |
|---:|---:|---:|
| −80 | −0.333 | −0.400 |
| −40 | −0.244 | −0.200 |
| 0 | 0.034 | 0 |
| 40 | 0.305 | 0.200 |
| 80 | 0.377 | 0.400 |

The difference of the last two columns changes sign three times. The intersections are:

| Plane | $z$ (µm) | $N$ | $p$ |
|---|---:|---:|---:|
| left | −65.24 | 0.221 | 0.145 |
| middle | −11.74 | 0.445 | 0.771 |
| right | 75.89 | 0.814 | −0.042 |

As a check on the right-hand plane, $2\sqrt{D_0t}=120$ µm, so $\xi=75.89/120=0.632$ and $\xi^2=0.400$. Then

$$p=\frac{10}{4\pi}e^{-0.800}-0.400=0.358-0.400=-0.042 .$$

All three regimes of part 5 occur. The left plane is stable although the velocity curve rises there: its slope is 0.00145 h⁻¹, below the line's 0.00500 h⁻¹. The middle slope, 0.00771 h⁻¹, exceeds that of the line.

A lattice simulation started from the error-function profile at 10 h tested these exponents. By 100 h, small separations at the left, middle and right planes had changed by factors 1.396, 5.903 and 0.907, while the diffusion zone widened by $\sqrt{10}=3.16$. Only the middle factor is larger than this. All three planes kept their compositions in the simulation.

Markers placed 1 µm to the left and right of the contact were at −66.29 and 76.10 µm after 100 h. Relative to the width of the zone they had already come close to the two outer planes, from outside, as part 5 requires. The gaps are about 1.05 and 0.2 µm. The right gap shrinks with time, since $p<0$ there. The left gap grows slowly, as $t^{0.145}$, so that marker approaches its plane in $\lambda$ and in composition but not in distance.

The path through $z=30$ µm at 100 h shows what the repelling root permits. Traced back in time, its composition goes from 0.638 at 100 h to 0.499 at 1 h and 0.460 at 0.01 h, and tends to the 0.445 of the middle plane, while $z\to0$. This marker starts at the contact plane and does not keep its composition. It moves left at first and then right, because $D_B-D_A$ changes sign when its composition passes 0.48.

## 9. Where the result stops

The proof needs the absence of any length or time scale besides those formed from $z$, $t$ and the diffusion coefficients. A finite couple follows it until diffusion reaches an end. With the coefficients of part 7 but a B side of only 60 µm, the contact marker had $N=0.653$ at 1 h and $0.413$ at 100 h. Its composition was no longer constant.

Slow vacancy sources add another scale, and pores or lateral strain break the link between the flux difference and $v$. If new phases form, $N$ and $\varphi$ may jump. The existence argument then fails as it stands, since a discontinuous $g$ can change sign without being zero.

The numerical output below gives the remaining values.

## Numbers as computed

```
Time of worked example: 100 h
Couple 1: D_A = 20, D_B = 80 um^2/h
1: number of planes = 1
1: lambda* = 5.0834 um/h^0.5
1: plane composition N_B = 0.6529
1: plane position z = 50.834 um = 5.0834e-03 cm
1: plane velocity v = 0.25417 um/h = 7.0603e-09 cm/s
1: exponent p = -0.0000
1: lattice run t = 1 h: marker z = 5.083 um, N_B = 0.6529
1: lattice run t = 10 h: marker z = 16.075 um, N_B = 0.6529
1: lattice run t = 100 h: marker z = 50.833 um, N_B = 0.6529
1: lattice run, marker velocity at 100 h = 0.25417 um/h
1: lattice run, z/(2t) at 100 h = 0.25416 um/h
1: largest profile difference in N_B = 9.5e-06
1: displacement formula, largest error / peak v = 8.9e-05
1: B side only 60 um: marker N_B = 0.6529 at 1 h, 0.4132 at 100 h
Couple 2: D0 = 36 um^2/h, s = 10(N_B - 0.48)
2: D_A at N_B=0, 1: 208.8, 36.0 um^2/h
2: D_B at N_B=0, 1: 36.0, 223.2 um^2/h
2: smallest D_A, D_B: 11.66, 15.26 um^2/h
2: slope of line 1/(2t) = 0.00500 1/h
2 left: z = -65.243 um = -6.5243e-03 cm, N_B = 0.2210
2 left: v = -0.32622 um/h, dv/dz = 0.00145 1/h, p = 0.1450
2 middle: z = -11.736 um = -1.1736e-03 cm, N_B = 0.4450
2 middle: v = -0.05868 um/h, dv/dz = 0.00771 1/h, p = 0.7711
2 right: z = 75.892 um = 7.5892e-03 cm, N_B = 0.8144
2 right: v = 0.37946 um/h, dv/dz = -0.00042 1/h, p = -0.0424
2 left, lattice run: z = -20.632 um at 10 h, -65.243 um at 100 h
2 left, lattice run: N_B = 0.2210, stretch = 1.396, p = 0.1450
2 middle, lattice run: z = -3.711 um at 10 h, -11.735 um at 100 h
2 middle, lattice run: N_B = 0.4450, stretch = 5.903, p = 0.7711
2 right, lattice run: z = 23.999 um at 10 h, 75.892 um at 100 h
2 right, lattice run: N_B = 0.8144, stretch = 0.907, p = -0.0424
2 curve: z = -120 um, v = -0.2499, z/(2t) = -0.6000 um/h
2 curve: z = -80 um, v = -0.3333, z/(2t) = -0.4000 um/h
2 curve: z = -40 um, v = -0.2443, z/(2t) = -0.2000 um/h
2 curve: z = 0 um, v = 0.0339, z/(2t) = 0.0000 um/h
2 curve: z = 40 um, v = 0.3049, z/(2t) = 0.2000 um/h
2 curve: z = 80 um, v = 0.3767, z/(2t) = 0.4000 um/h
2 curve: z = 120 um, v = 0.2748, z/(2t) = 0.6000 um/h
2: markers begun at -1, +1 um: z = -66.29, 76.10 um at 100 h
2: changing path t = 100 h: z = 30 um, N_B = 0.6382
2: changing path t = 1 h: z = -0.02353 um, N_B = 0.4989
2: changing path t = 0.01 h: z = -0.08607 um, N_B = 0.4596
2: changing path t = 1e-10 h: z = -1.172e-05 um, N_B = 0.4451
```
